\section*{Nuclear spin statistical weights of methane from permutation cycles}

\section{Definitions and conventions}

Consider a molecule XY$_4$ with four identical nuclei Y of spin $I$ at the corners of a regular tetrahedron and a spinless nucleus X at its centre. Methane with $^{12}$C is the case $I=1/2$. Write $n=2I+1$ for the number of spin states of one nucleus Y. The electronic ground state is taken to be closed-shell and totally symmetric.

A permutation $P$ moves the position and the spin label of nucleus $i$ to nucleus $P(i)$. Its sign $\operatorname{sgn}P$ is $+1$ for even and $-1$ for odd permutations. The number of its cycles is $c(P)$, with fixed points counted as cycles of length one. Thus $(123)$ has $c=2$, because nucleus 4 is a cycle by itself.

The inversion $E^*$ reverses all spatial coordinates, of nuclei and electrons, through the centre of mass. It leaves spins alone, commutes with every $P$, and satisfies $(E^*)^2=1$. The product $PE^*$ is written $P^*$.

The statistical weight $g_\Gamma$ of a rovibronic level of species $\Gamma$ is the number of states allowed by the Pauli principle for one value of $M_J$, the projection of the rotational angular momentum on a space-fixed axis. Hyperfine structure is left unresolved. The factor $2J+1$ is not part of $g_\Gamma$, but the internal degeneracy of $\Gamma$ is already accounted for in it.

\section{The group of the rigid tetrahedron}

Let $\mathbf v_i$ be the vectors from the centre to the corners, and let $M_P$ be the orthogonal matrix with $M_P\mathbf v_i=\mathbf v_{P(i)}$. An exchange of two corners is a reflection in the plane through the centre and the other two corners, with determinant $-1$. Every permutation is a product of exchanges, so
\begin{equation}
\det M_P=\operatorname{sgn}P .
\end{equation}
Even permutations are therefore rotations of the labelled tetrahedron. Odd ones turn it into its mirror image, which no rotation can do. The labelled molecule thus has two versions, exchanged by $E^*$ and by every odd $P$. The versions have equal energies because $E^*$ commutes with the Hamiltonian. Tunnelling between them is neglected, so their combinations of even and odd parity are degenerate as well.

The operations that keep a version are the 12 even $P$ and the 12 products $P^*$ with $P$ odd. They form the molecular symmetry group $T_d(M)$. Its characters are

\begin{center}
\begin{tabular}{lrrrrr}
 & $E$ & $(123)$ & $(12)(34)$ & $(1234)^*$ & $(12)^*$\\
size & 1 & 8 & 3 & 6 & 6\\
$A_1$ & 1 & 1 & 1 & 1 & 1\\
$A_2$ & 1 & 1 & 1 & $-1$ & $-1$\\
$E$ & 2 & $-1$ & 2 & 0 & 0\\
$F_1$ & 3 & 0 & $-1$ & 1 & $-1$\\
$F_2$ & 3 & 0 & $-1$ & $-1$ & 1
\end{tabular}
\end{center}

The row $F_2$ is the trace of $M_P$, and $A_2$ is its determinant. Their product is $F_1$. For $E$, take the functions $x^2,y^2,z^2$ with axes along the twofold axes of the tetrahedron. The operations permute these functions, with traces $3,0,3,1,1$. Removing the invariant sum $x^2+y^2+z^2$ subtracts 1 from each trace and leaves the row $E$. The symbol $T$ below stands for $F_1$ or $F_2$.

\section{The character of the spin functions}

The $n^4$ product states $|m_1m_2m_3m_4\rangle$ span the spin space. A permutation turns each product state into a product state, so a diagonal matrix element is 1 if the state is unchanged and 0 otherwise. The state is unchanged when
\begin{equation}
m_{P(i)}=m_i\qquad\text{for all } i ,
\end{equation}
that is, when the labels are equal along each cycle. Each cycle then has $n$ free choices, and the trace is
\begin{equation}
\chi_{\rm ns}(P)=n^{c(P)} .
\label{eq:cycle}
\end{equation}
Since $E^*$ does not act on spins, $\chi_{\rm ns}(P^*)=\chi_{\rm ns}(P)$.

For protons, $n=2$, and the five classes in the order of the table have $c=4,2,2,1,3$. The characters are $16,4,4,2,8$. The number of times $\Gamma$ occurs is the sum of class size times $\chi_\Gamma\chi_{\rm ns}$, divided by 24:
\begin{align}
a_{A_1}&=(16+32+12+12+48)/24=5,\\
a_{A_2}&=(16+32+12-12-48)/24=0,\\
a_E&=(32-32+24+0+0)/24=1,\\
a_{F_1}&=(48+0-12+12-48)/24=0,\\
a_{F_2}&=(48+0-12-12+48)/24=3 .
\end{align}
Hence
\begin{equation}
\Gamma_{\rm ns}=5A_1+E+3F_2 .
\label{eq:gns}
\end{equation}

These species have definite total spin. Four spins $1/2$ couple to total spin 2 once, to 1 three times, and to 0 twice, which gives $5+9+2=16$ states. Permutations commute with the total spin, so they act within each set of equal total spin and equal projection. Such a set has 1, 3 or 2 members for total spin 2, 1 or 0. The quintet contains the state with all spins up, which is symmetric, so it supplies the $5A_1$. What remains is $E+3F_2$. The two singlets form a two-dimensional invariant space, which can only be $E$. The nine triplet states are then $3F_2$.

\section{Counting the states allowed by the Pauli principle}

Let $\phi_a$, $a=1,\dots,d$, be the spatial functions of a level of species $\Gamma$ in one version, at fixed $M_J$. For $R$ in $T_d(M)$,
\begin{equation}
R\phi_a=\sum_b\phi_bD_{ba}(R).
\end{equation}
The functions $E^*\phi_a$ belong to the other version and have the same energy. Functions of definite parity $p=\pm1$ are
\begin{equation}
\phi_a^{p}=\frac{1}{\sqrt2}\left(\phi_a+pE^*\phi_a\right),\qquad E^*\phi_a^{p}=p\,\phi_a^{p}.
\end{equation}
Because $E^*$ commutes with $R$, the $\phi_a^p$ transform with the same matrices $D(R)$. An even $P$ lies in $T_d(M)$ and acts through $D(P)$. An odd $P$ does not, but $P=P^*E^*$, and so
\begin{equation}
P\phi_a^{p}=p\sum_b\phi_b^{p}D_{ba}(P^*)\qquad(P\text{ odd}).
\label{eq:odd}
\end{equation}

The Pauli principle requires of the complete wave function
\begin{equation}
P\Psi=\eta(P)\Psi,\qquad \eta(P)=(\operatorname{sgn}P)^{2I},
\end{equation}
for all 24 permutations. It sets no condition on $E^*$, so both parities are admissible in principle. Define
\begin{equation}
\Pi=\frac1{24}\sum_P\eta(P)P .
\end{equation}
For any permutation $Q$, put $P'=QP$. Since $\eta(P)=\eta(Q)\eta(P')$,
\begin{equation}
Q\Pi=\frac1{24}\sum_{P'}\eta(Q)\eta(P')P'=\eta(Q)\Pi .
\end{equation}
Every function $\Pi\Psi$ therefore obeys the Pauli principle, and a function that already obeys it is unchanged by $\Pi$, because $\eta(P)^2=1$. So $\Pi$ is the projector on the allowed states, and its trace is their number.

The trace over products of $\phi_a^p$ with spin states is the product of the two traces. With equations~(\ref{eq:cycle}) and (\ref{eq:odd}), the number of allowed states of parity $p$ is
\begin{equation}
g_\Gamma^{p}=\frac1{24}\left[\sum_{P\,{\rm even}}\chi_\Gamma(P)n^{c(P)}
+(-1)^{2I}p\sum_{P\,{\rm odd}}\chi_\Gamma(P^*)n^{c(P)}\right].
\label{eq:gp}
\end{equation}
The two parities are degenerate here, so the weight is $g_\Gamma=g_\Gamma^{+}+g_\Gamma^{-}$. The odd terms cancel and the even ones double:
\begin{equation}
g_\Gamma=\frac1{12}\sum_{P\,{\rm even}}\chi_\Gamma(P)\,n^{c(P)} .
\label{eq:g}
\end{equation}
The factor $(-1)^{2I}$ has dropped out, so the formula holds for fermions and bosons alike.

\section{The weights 5, 2 and 3}

The even permutations are the identity with $c=4$, eight elements like $(123)$ with $c=2$, and three like $(12)(34)$ with $c=2$. Equation~(\ref{eq:g}) gives
\begin{align}
g_A&=\frac{n^4+8n^2+3n^2}{12}=\frac{n^4+11n^2}{12},\\
g_E&=\frac{2n^4-8n^2+6n^2}{12}=\frac{n^4-n^2}{6},\\
g_T&=\frac{3n^4+0-3n^2}{12}=\frac{n^4-n^2}{4}.
\end{align}
For protons, $n^4=16$ and $n^2=4$, hence
\begin{equation}
g_A=\frac{60}{12}=5,\qquad g_E=\frac{12}{6}=2,\qquad g_T=\frac{12}{4}=3 .
\end{equation}

For $I=0$, $n=1$, the weights are $1,0,0$: levels of species $E$ and $T$ do not exist. For $I=1$ they are $15,12,18$. For large $n$ they approach the ratio $1:2:3$ of the spatial degeneracies, because the identity then dominates the sum.

\section{What the weight of an \textit{E} level counts}

Equation~(\ref{eq:gp}) resolves the proton weights by parity. For $A_1$ the even and odd sums are both 60, so $g^{+}=(60-60)/24=0$ and $g^{-}=(60+60)/24=5$. For $E$ the odd sum vanishes, and $g^{+}=g^{-}=24/24=1$.

The same result follows from species. For protons and odd $P$, an allowed state obeys $P^*\Psi=-p\Psi$. It is thus of species $A_2$ for $p=+1$ and $A_1$ for $p=-1$. The product $\Gamma\otimes\Gamma_{\rm ns}$ must contain that species.

\begin{itemize}
\item An $A_1$ or $A_2$ level combines with the quintet $5A_1$, in one parity ($-$ for $A_1$, $+$ for $A_2$). The weight 5 is the number of projections of total spin 2.
\item An $F_1$ or $F_2$ level combines with $3F_2$, in one parity ($+$ for $F_1$, $-$ for $F_2$). The three spatial and three spin partners form a single allowed combination for each projection of total spin 1. The weight is 3, not 9.
\item An $E$ level combines with the singlets $E$. The product $E\otimes E$ contains $A_1$ and $A_2$ once each, so there is one state in each parity. The weight is $1+1=2$.
\end{itemize}

If tunnelling between the versions were resolved, an $E$ level would split into two components of weight 1. For protons the $A$ and $T$ levels would not split, since one of their parity partners is forbidden.

\section{Rotational levels and the symmetry number}

In the vibrational ground state $\Gamma$ is the species of the rotational function. Let the rotation $S$ give the orientation, so that nucleus $i$ is at $S\mathbf v_i$, up to a scale. After an even $P$ it is at $S\mathbf v_{P^{-1}(i)}=SM_P^{-1}\mathbf v_i$. After $P^*$ with $P$ odd it is at $-SM_P^{-1}\mathbf v_i$. In both cases $S$ is multiplied on the right by a proper rotation, whose angle $\theta$ satisfies
\begin{equation}
1+2\cos\theta=\det M_P\,\operatorname{tr}M_P .
\end{equation}
The right side is the row $F_1$, so the five classes have $\theta=0^\circ,120^\circ,180^\circ,90^\circ,180^\circ$. The $2J+1$ functions with body-fixed projection $k=-J,\dots,J$ have the character
\begin{equation}
\chi_J(\theta)=\sum_{k=-J}^{J}\cos k\theta=\frac{\sin[(2J+1)\theta/2]}{\sin(\theta/2)} .
\end{equation}
For $J=0$ this is $A_1$, and for $J=1$ it is $F_1$. For $J=2$ the characters are $5,-1,1,-1,1$, which is $E+F_2$. Reduction in the same way gives $A_2+F_1+F_2$ for $J=3$ and $A_1+E+F_1+F_2$ for $J=4$.

Let $n_\Gamma(J)$ be the multiplicities. The number of allowed states for each $M_J$ is
\begin{equation}
W_J=\sum_\Gamma n_\Gamma(J)g_\Gamma=\frac1{12}\sum_{P\,{\rm even}}n^{c(P)}\chi_J(\theta_P),
\label{eq:W}
\end{equation}
where equation~(\ref{eq:g}) and $\sum_\Gamma n_\Gamma\chi_\Gamma=\chi_J$ were used. For protons and $J=0,\dots,4$ it equals $5,3,5,11,13$.

A rigid spherical top has energies $BJ(J+1)$. With $x=B/k_BT$, its partition function is
\begin{equation}
Q=\sum_J(2J+1)W_Je^{-xJ(J+1)} .
\end{equation}
For $x\ll1$ the identity in equation~(\ref{eq:W}) contributes, with $u=J+\tfrac12$,
\begin{equation}
\frac{n^4}{12}\sum_J(2J+1)^2e^{-xJ(J+1)}\simeq\frac{n^4}{12}\,e^{x/4}\int_0^\infty4u^2e^{-xu^2}du
=\frac{n^4}{12}\,\frac{\sqrt\pi}{x^{3/2}}\,e^{x/4}.
\label{eq:cl}
\end{equation}
For the other elements $|\chi_J|\le1/\sin(\theta/2)$, so their sums grow no faster than $1/x$ and become negligible beside $x^{-3/2}$. The divisor 12 is the classical symmetry number, here a consequence of the weights.

By the same argument $n_\Gamma(J)$ is effectively replaced by its identity part $d(2J+1)/24$. The fraction of molecules in species $\Gamma$ then tends to $dg_\Gamma/(2n^4)$. For protons this gives $10/32=5/16$ for $A_1$ and $A_2$ together, $4/32=2/16$ for $E$, and $18/32=9/16$ for $F_1$ and $F_2$ together.

\section{Worked example: silane}

SiH$_4$ with spinless $^{28}$Si has the same weights as methane. Minimizing the restricted Hartree--Fock energy in the def2-SVP basis with respect to the bond length gives $r=1.481$ angstrom. This level of theory omits electron correlation, and the equilibrium structure omits vibrational averaging. The value is also not converged in the basis: def2-TZVP gives $1.475$ angstrom.

By symmetry each hydrogen has $z_i^2=r^2/3$, so the moment of inertia is
\begin{equation}
\mathcal I=\sum_i m_{\rm H}(r^2-z_i^2)=4m_{\rm H}r^2\left(1-\tfrac13\right)=\tfrac83m_{\rm H}r^2 .
\end{equation}
With $m_{\rm H}=1837.15$ electron masses and $r$ in bohr, $\mathcal I\approx3.84\times10^4$ atomic units. Then $B=1/(2\mathcal I)$ in atomic units, or $3.54\times10^{-4}$ eV. The level $J=1$ lies $2B=7.09\times10^{-4}$ eV above $J=0$.

At $k_BT=0.001$ eV, $x=0.3544$, and the terms $J=0,\dots,5$ of the partition function are
\begin{equation}
Q\approx5+4.43+2.98+1.10+0.10+0.00=13.61 .
\end{equation}
The second term, for example, is $3\cdot3\,e^{-0.709}$. Direct summation at three temperatures gives the following values, where $Q_{\rm cl}=(n^4/12)\sqrt\pi\,x^{-3/2}$ and $f$ denotes equilibrium fractions.

\begin{center}
\begin{tabular}{rrrrrr}
$k_BT$ (eV) & $Q$ & $Q_{\rm cl}$ & $f_A$ & $f_E$ & $f_T$\\
0.0002 & 5.26 & 1.00 & 0.950 & 0.000 & 0.050\\
0.0010 & 13.61 & 11.20 & 0.407 & 0.089 & 0.504\\
0.0250 & 1405.1 & 1400.2 & 0.3125 & 0.1250 & 0.5625
\end{tabular}
\end{center}

The digits shown belong to the unrounded def2-SVP bond length ($1.4813$ angstrom). With the def2-TZVP length, $B$ rises by 0.8\% to $3.57\times10^{-4}$ eV, the three values of $Q$ become $5.25$, $13.49$ and $1388$, and the fractions at the two lower temperatures shift by up to $0.002$.

At the lowest temperature most molecules are in $J=0$, which is $A_1$ with five spin states, and the classical formula fails. The lowest $E$ level has $J=2$ and energy $6B$, so its population is the smallest. At $0.025$ eV the fractions are $5/16$, $2/16$ and $9/16$ to the digits shown. The remaining excess of $Q$ over $Q_{\rm cl}$, about 0.4\% of $Q_{\rm cl}$, is the factor $e^{x/4}$ of equation~(\ref{eq:cl}).

These fractions assume that the spin species can interconvert. If they cannot, the fraction of each species keeps its initial value and only the populations within a species follow the temperature. The sums also leave out centrifugal distortion and excited vibrations. At $0.025$ eV these are not small beside the factor $e^{x/4}$: the harmonic force field at the same level of theory raises $Q$ by about 0.3\% through centrifugal distortion and by about 3\% through excited vibrations. The table therefore describes the rigid rotor, not the full partition function of silane.

\section{Range of validity}

In an excited vibrational state the weights still apply, with $\Gamma$ the species of the combined rotational and vibrational function. A central nucleus of spin $I_X$ multiplies each weight by $2I_X+1$, since no permutation acts on it. If some Y nuclei are replaced by another isotope, fewer permutations remain and the count must be repeated with the smaller group. If the two parities are resolved, the weight is divided between them according to equation~(\ref{eq:gp}). If hyperfine structure is resolved, $M_J$ is no longer conserved. The $(2J+1)g_\Gamma$ states of the level then group into components of total angular momentum $F$, each with degeneracy $2F+1$.

All numerical values are calculated from the stated model.
